# Four-Point Probe on a Finite Slab: Image Sum and Thickness Correction

## What dimensions fix, and what they leave open

Four point contacts stand in line, at equal pitch $s$, on the top face of a slab of thickness $t$ and resistivity $\rho$. Current $I$ enters at contact 1 and leaves at contact 4. The voltage $V$ is the potential of contact 2 minus that of contact 3. The slab is ohmic, uniform, isotropic and laterally unbounded, and both faces are insulating except at the contacts.

The conduction problem is linear, so $V$ is proportional to $I$. The current pattern in a uniform medium does not depend on $\rho$, so $V$ is also proportional to $\rho$. Resistivity is a resistance times a length, and the lengths available are $t$ and $s$. Hence

$$
\frac VI=\frac{\rho}{\pi t}\,G(\tau),\qquad \tau=\frac ts ,
$$

where $G$ is a pure number and the factor $\pi$ is a convention. The same statement can be written with the pitch in front:

$$
\frac VI=\frac{\rho}{2\pi s}\,F(\tau),\qquad F=\frac{2G}{\tau}.
$$

In a very thin slab the current is uniform over the depth, and only the sheet resistance $\rho/t$ can matter, so $G$ tends to a constant. In a very thick slab the back face is out of reach and $t$ must drop out, so $G$ becomes proportional to $\tau$. Metrology needs the function between these limits, because a measured $V/I$ gives $\rho=\pi t(V/I)/G(\tau)$ once $t$ and $s$ are known.

## The naive scheme: add the image potentials

Start with a half-space. Current from a surface contact spreads over hemispheres of area $2\pi r^2$. The field is $E=\rho I/(2\pi r^2)$, and integration gives the potential

$$
\phi(r)=\frac{\rho I}{2\pi r}.
$$

Now let the slab occupy $0<z<t$, with the contact at $z=0$. No current crosses a face, so $\partial\phi/\partial z=0$ there. Reflection of the source in the plane $z=t$ gives an equal source at $2t$. That one spoils the condition at $z=0$, which calls for another at $-2t$, and so on. The complete set lies at $z=2nt$ for all integers $n$. It maps onto itself under $z\to-z$ and under $z\to2t-z$, so the normal field vanishes on both faces.

The strength of each source needs a check, since the original contact feeds only a half-space. With strength $\rho I/2\pi$ for every source, the current through a coaxial cylinder of radius $r$ inside the slab is

$$
I\sum_n\int_0^t\frac{r^2\,dz}{[r^2+(z-2nt)^2]^{3/2}} .
$$

With $u=z-2nt$, the intervals of integration cover every second segment of length $t$ on the $u$ axis. The integrand is even, and the mirror images of these segments cover the rest. The sum is therefore half the integral over the whole axis:

$$
\frac12\int_{-\infty}^{\infty}\frac{r^2\,du}{(r^2+u^2)^{3/2}}
=\frac12\left[\frac{u}{\sqrt{r^2+u^2}}\right]_{-\infty}^{\infty}=1 .
$$

All the injected current passes, so the strength is right.

The obvious next move is to compute the potential of one contact on the top face,

$$
u(r)=\frac{\rho I}{2\pi}\sum_{n=-\infty}^{\infty}\frac1{\sqrt{r^2+4n^2t^2}},
$$

and this fails. Distant terms approach $1/(2|n|t)$, and their sum diverges logarithmically. The physical reason is that current spreading in a sheet has a field proportional to $1/r$, whose potential is a logarithm with no finite value at infinity. A truncated sum would return a number set by the truncation.

## First repair: sum the voltage, not the potential

The diverging part does not depend on $r$, so it cancels in a difference. Contact 2 lies at distance $s$ from the source and $2s$ from the sink, and its potential is $u(s)-u(2s)$. Contact 3 has $u(2s)-u(s)$. Hence

$$
V=2[u(s)-u(2s)]
=\frac{\rho I}{\pi}\sum_n\left[\frac1{\sqrt{s^2+4n^2t^2}}-\frac1{\sqrt{4s^2+4n^2t^2}}\right],
$$

where the subtraction is made image by image, before the sum. The term $n=0$ is $1/s-1/(2s)=1/(2s)$. The terms $n$ and $-n$ are equal. Dividing by $\rho I/(2\pi s)$ gives

$$
F(\tau)=1+4\sum_{n=1}^{\infty}f_n,\qquad
f_n=\frac1{\sqrt{1+4n^2\tau^2}}-\frac1{\sqrt{4+4n^2\tau^2}} .
$$

To see how fast this converges, put $b=2n\tau$ and use $(a^2+b^2)^{-1/2}\approx 1/b-a^2/(2b^3)$ for large $b$. The first terms cancel, and the second give

$$
f_n\approx\frac{4-1}{2b^3}=\frac{3}{16\,n^3\tau^3}.
$$

If the sum stops after $N$ images on each side, the missing part is close to an integral from $M=N+\tfrac12$. Its contribution to $F$ is

$$
4\int_M^\infty\frac{3\,dn}{16n^3\tau^3}=\frac{3}{8\tau^3M^2}.
$$

The sum converges, but slowly. At $\tau=0.8$ an absolute error of $10^{-6}$ in $F$ takes 856 images on each side.

## Second repair: integrate the images that are not summed

The remainder is smooth in $n$, so it can be integrated with the full $f_n$ instead of its asymptotic form. The two antiderivatives are $\operatorname{asinh}(2n\tau)/(2\tau)$ and $\operatorname{asinh}(n\tau)/(2\tau)$. Their difference tends to $\ln2/(2\tau)$, because $\operatorname{asinh}x\to\ln 2x$. Thus

$$
\sum_{n>N}f_n\approx T_N=\frac{\ln2-\operatorname{asinh}(2M\tau)+\operatorname{asinh}(M\tau)}{2\tau}.
$$

This is the midpoint rule read backwards. Over a cell of unit width centred on $n$, a Taylor expansion gives $\int f\,dn\approx f_n+f''_n/24$. Summing the cells beyond $M$ gives

$$
\sum_{n>N}f_n\approx\int_M^\infty f\,dn-\frac1{24}\int_M^\infty f''\,dn
=T_N+\frac{f'(M)}{24}.
$$

For $M\tau\gg1$, $f'(M)\approx-9/(16\tau^3M^4)$. The tail is therefore too large by $3/(128\tau^3M^4)$, and $F$ by four times this, $3/(32\tau^3M^4)$. At $\tau=0.8$ the same accuracy of $10^{-6}$ now takes 21 images.

The integral also gives the thin-sheet limit. When $\tau\to0$, neighbouring images are so close on the scale of $s$ that the whole sum becomes an integral. Since $f_0=\tfrac12$, we may write $F=2\sum_{\text{all }n}f_n$, and

$$
F\to2\int_{-\infty}^{\infty}f\,dn=\frac{2\ln2}{\tau},\qquad G=\frac{\tau F}{2}\to\ln2 .
$$

This is the thin-sheet formula $\rho=\pi t(V/I)/\ln2$.

## Third repair: a series made for thin films

In a thin film the power-law error estimates apply only when the explicit sum runs to $n\gg1/\tau$. At $\tau=0.1$ an absolute error of $10^{-6}$ in $F$ still takes 98 images with the tail. In much thinner films the tail alone, with no explicit image, is again close, with a relative error of $2\times10^{-7}$ at $\tau=0.01$, because $f_n$ barely changes from one image to the next. The images form a periodic array in $z$, which suggests a Fourier series. Define

$$
h(z)=\frac1{\sqrt{s^2+z^2}}-\frac1{\sqrt{4s^2+z^2}},\qquad S(z)=\sum_nh(z-2nt).
$$

The function $S$ is even with period $2t$, and $V=\rho I\,S(0)/\pi$. Write

$$
S(z)=c_0+2\sum_{m\ge1}c_m\cos\frac{\pi mz}{t},\qquad
c_m=\frac1{2t}\int_{-\infty}^{\infty}h(z)\cos\frac{\pi mz}{t}\,dz .
$$

The integral runs over the whole axis because the shifted copies of $h$ in one period join into one unbroken $h$. For $m=0$ its value is $2\ln2$, from the same inverse hyperbolic sines as before. For $m\ge1$ substitute $z=r\sinh v$, so that $dz/\sqrt{r^2+z^2}=dv$:

$$
\int_{-\infty}^{\infty}\frac{\cos kz}{\sqrt{r^2+z^2}}\,dz
=2\int_0^\infty\cos(kr\sinh v)\,dv=2K_0(kr).
$$

The last integral is a standard representation of the modified Bessel function $K_0$. Inserting $k=\pi m/t$ with $r=s$ and $r=2s$, and using $G=tS(0)$, we get

$$
G=\ln2+2\sum_{m\ge1}\left[K_0\!\left(\frac{\pi m}{\tau}\right)-K_0\!\left(\frac{2\pi m}{\tau}\right)\right].
$$

The subtracted terms are the even-numbered members of the first set. They cancel, and

$$
G(\tau)=\ln2+2\sum_{m=1,3,5,\ldots}K_0\!\left(\frac{\pi m}{\tau}\right).
$$

This cancellation belongs to equal pitch, where the two distances have the ratio 2.

The Bessel series and the image sum are the same function. The first suits thin slabs and the second thick ones. For $\tau\le1$ the term $m=3$ is smaller than the term $m=1$ by roughly $e^{-2\pi/\tau}/\sqrt3$. For an absolute error of $10^{-6}$ in $F$, the Bessel series needs 2, 6 and 12 terms at $\tau=1$, 3 and 6, and the image sum with its tail needs 17, 8 and 5 images. Counted by terms, a practical routine switches from the first to the second between $\tau=3$ and $\tau=4$.

## How the two limits are approached

For large argument $K_0(x)\approx\sqrt{\pi/2x}\,e^{-x}$. With $x=\pi/\tau$ the first Bessel term gives

$$
G-\ln2\approx2\sqrt{\frac{\tau}{2}}\,e^{-\pi/\tau}=\sqrt{2\tau}\,e^{-\pi/\tau}\qquad(\tau\ll1).
$$

The correction is exponentially small. Variation of the potential across the depth is carried by modes $\cos(\pi mz/t)$, and the slowest of them decays along the film as $e^{-\pi r/t}$, apart from a power of $r$. A voltage contact several thicknesses away sees a sheet.

For a thick slab, summing the asymptotic $f_n$ over all images gives

$$
F-1\approx4\cdot\frac{3}{16\tau^3}\sum_{n\ge1}\frac1{n^3}=\frac{3\zeta(3)}{4\tau^3}\qquad(\tau\gg1),
$$

with $\zeta(3)\approx1.202$. Then $\rho=2\pi s(V/I)$ to leading order. The cubic law arises because an image far below the surface adds a nearly constant potential, which cancels, and then a part proportional to $r^2/t^3$, which does not.

Both simple formulas overestimate $\rho$, by the factors $G/\ln2$ and $F$, which exceed 1 because every added term is positive. Solving for the thickness at which the excess is 1% gives $\tau=0.62$ for the thin-sheet formula and $\tau=4.4$ for the half-space formula. Between these values a thickness correction is needed at that accuracy.

## The hyperbolic-sine correction is an interpolation

One closed form replaces $G$ by

$$
L(\tau)=\ln\frac{\sinh\tau}{\sinh(\tau/2)} .
$$

Because $\sinh\tau=2\sinh(\tau/2)\cosh(\tau/2)$, this equals $\ln[2\cosh(\tau/2)]$. It tends to $\ln2$ for small $\tau$ and to $\tau/2$ for large $\tau$, so both limits are right. To see what it assumes in between, use $d\ln\sinh x/dx=\coth x$ and substitute $x=t/r$:

$$
L=\int_{\tau/2}^{\tau}\coth x\,dx=\int_s^{2s}\frac{t}{r^2}\coth\frac tr\,dr .
$$

If the surface field of one contact is written as $\rho I/A(r)$, then $V=2\int_s^{2s}\rho I\,dr/A$. This equals $\rho IL/(\pi t)$ when

$$
A(r)=2\pi r^2\tanh\frac tr .
$$

The formula thus assigns the current an effective area that passes from a hemisphere, $2\pi r^2$, to a cylinder, $2\pi rt$. The choice is reasonable, but it does not solve the conduction problem, and the approach to each limit shows this. Expanding $\ln[2\cosh(\tau/2)]$ gives

$$
L\approx\ln2+\frac{\tau^2}{8}\quad(\tau\ll1),\qquad
L\approx\frac\tau2+e^{-\tau}\quad(\tau\gg1).
$$

The thin correction is quadratic where the true one is exponentially small. The thick correction is exponentially small where the true one, $G-\tau/2\approx3\zeta(3)/(8\tau^2)$, is a power. In a thin slab $L>G$, and the inferred resistivity is too low by the fraction $\tau^2/(8\ln2)$. In a thick slab $L<G$, and it is too high. The error must change sign.

The table gives errors in the inferred $\rho$ relative to the full-sum result at the same $V/I$, $t$ and $s$.

| $t/s$ | $G$ | $L$ | thin sheet (%) | sinh form (%) | half-space (%) |
|---|---|---|---|---|---|
| 0.2 | 0.6931 | 0.6981 | 0.0 | −0.7 | 593 |
| 0.5 | 0.6950 | 0.7241 | 0.3 | −4.0 | 178 |
| 1.0 | 0.7522 | 0.8133 | 8.5 | −7.5 | 50 |
| 2.0 | 1.0939 | 1.1269 | 58 | −2.9 | 9.4 |
| 5.0 | 2.5175 | 2.5067 | 263 | 0.4 | 0.7 |

A numerical search puts the worst error of the sinh form at −7.5%, at $\tau=1.00$. The sign changes at $\tau=3.15$, and the largest positive error is 0.46%, near $\tau=4.4$. Below $\tau=0.965$ the uncorrected thin-sheet formula is the more accurate of the two. There the correction does harm: at $\tau=0.5$ it turns an error of 0.3% into one of −4.0%.

Since $G$ is being used to reject a formula, it deserves a test that does not rest on images. The conduction equation for one contact was therefore solved directly by finite volumes in $r$ and $z$. The grid had 200 by 120 cells, refined towards the contact, with zero potential at radius $12s$. For $\tau=0.5$, 0.8, 1 and 2 the resulting $V/I$ agreed with the image sum within 0.02%, far closer than the several per cent that separate $L$ from $G$.

## A copper film under a micro-probe

Take a blanket copper film on oxide with $t=1200$ nm, a probe with $s=1500$ nm, and a reading $V/I=4.00$ mΩ. At $I=1$ mA the voltage is 4.00 µV. These are chosen round values. Here $\tau=0.80$, and the first Bessel term is $2K_0(\pi/0.8)=0.0242$, so

$$
G=0.6931+0.0242=0.7174
$$

after rounding; the next term is below the digits shown. Since 1 nm·mΩ is $10^{-4}$ µΩ·cm,

$$
\frac{\pi tV}{I}=\pi(1200)(4.00)\times10^{-4}=1.508\ \mu\Omega\,\text{cm},
\qquad
\rho=\frac{1.508}{0.7174}=2.10\ \mu\Omega\,\text{cm}.
$$

The sheet resistance $\rho/t$ is 17.5 mΩ per square. From the same reading the thin-sheet formula gives 2.18 µΩ·cm, 3.5% too high. The sinh form gives 1.96 µΩ·cm, 7.0% too low. The half-space formula gives 3.77 µΩ·cm, 79% too high.

## What the model leaves out, for these numbers

**Contact positions.** In the thin limit, unequal spacings $r_{ij}$ give $G=\tfrac12\ln[r_{13}r_{24}/(r_{12}r_{34})]$. Differentiation at equal pitch gives slopes of magnitude $1/(4s)$ for each outer contact and $3/(4s)$ for each inner one. Independent errors $\delta$ then produce a relative error $(\sqrt5/2)\,\delta/(s\ln2)$. With $\delta=30$ nm rms along the line and the full function at $\tau=0.8$, the result is 3.4%, about as large as the thickness correction itself.

**Thickness and temperature.** From $\rho\propto t/G$, the sensitivity is $d\ln\rho/d\ln t=1-d\ln G/d\ln\tau=0.85$ here, so a 2% thickness error gives 1.7%. With the temperature coefficient of bulk copper, roughly 0.4% per kelvin, a 2 K offset gives 0.8%. The coefficient is smaller in a film whose excess resistivity does not vary with temperature.

**Contact heating.** Assume 10 Ω at each current contact, all its heat entering the film, and 500 nm of oxide with conductivity $k_{ox}=1.4$ W/(m K) on a cold substrate. The Wiedemann–Franz law at 300 K gives the film $k=349$ W/(m K). Balancing lateral conduction against loss through the oxide, $kt\nabla^2\Theta=(k_{ox}/t_{ox})\Theta$, gives a temperature rise $\Theta=PK_0(r/\ell)/(2\pi kt)$ for power $P$, with $\ell=\sqrt{ktt_{ox}/k_{ox}}\approx12\,200$ nm. The two contacts together warm the film at an inner pin by 0.014 K, which changes the local $\rho$ there by 0.006%. Through the resistivity, the effect on the reading is of the same order. Thermoelectric voltages, which unequal contact heating or Peltier heat can produce, are not included in this estimate.

**Scattering at surfaces and grain boundaries.** With a mean free path $\lambda\approx40$ nm and diffuse faces, the leading Fuchs–Sondheimer term $3\lambda/(8t)$ raises $\rho$ by 1.25% over its bulk value. The leading Mayadas–Shatzkes term, $\tfrac32(\lambda/D)R/(1-R)$ for grain size $D=1000$ nm and boundary reflection $R=0.3$, adds 2.6%. Both are part of the film's effective resistivity, not errors of the geometry. But grains two thirds as large as the pitch also strain the assumption of a uniform medium, and the 2.6% does not bound the resulting scatter between sites.

**Boundaries.** A conducting liner of 25 nm and 200 µΩ·cm beneath the film carries a share $(25/200)/(1200/2.10)$, or 0.02%, of the sheet current. A film edge parallel to the probe at 100 000 nm adds image contacts across the edge and changes the reading by 0.01%.

A plated film about a micrometre thick and a micro-probe pitch of one to a few micrometres are realistic. The inferred 2.10 µΩ·cm lies above the rough room-temperature bulk value of 1.7 µΩ·cm by more than the two scattering estimates supply; as the reading was chosen, that excess carries no information about copper. Among the measurement errors estimated here, with the sizes assumed, the largest is from pin placement, at 3.4%; thermoelectric voltages, the scatter from coarse grains and the finite size of the contacts are not part of this ranking (disc-shaped current contacts shift the reading by about 0.01% at radius 50 nm, 0.4% at 300 nm and 1.1% at 500 nm). If the placement errors are independent from one landing to the next, averaging over landings reduces their effect, down to a second-order bias of about 0.07% for $\delta=30$ nm. The −7.0% of the sinh form is the same at every landing with these $t$ and $s$, and averaging leaves it in place.
